# Anderson mixing as a multisecant form of Broyden's second method: a numerical check

```python
"""Result under test: Anderson mixing equals the multisecant second Broyden method.

f(x) = g(x) - x is the SCF residual, beta the mixing parameter.
DX, DF hold differences of consecutive iterates x and residuals f as columns.
Claim: the Anderson step is x - G f, where
    G = -beta I + (DX + beta DF) (DF^T DF)^-1 DF^T
is the matrix nearest to -beta I (Frobenius norm) that satisfies G DF = DX.
Model: Hartree SCF of a four-site chain; x is the site potential in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space

# ---------- model ----------
n_sites, n_electrons = 4, 4
hopping = 2.0                                   # eV
spacing, softening = 2.0, 2.0                   # angstrom
site_energy = np.array([1.5, -0.5, -2.0, 1.0])  # eV
beta, depth, tolerance = 0.2, 2, 1e-8           # -, pairs, eV
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
position = spacing * np.arange(n_sites)
distance = position[:, None] - position[None, :]
interaction = coulomb / np.sqrt(distance**2 + softening**2)
hop_matrix = -hopping * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))


def populations(x):
    _, orbitals = np.linalg.eigh(hop_matrix + np.diag(site_energy + x))
    return 2 * np.sum(orbitals[:, :n_electrons // 2]**2, axis=1)


def residual(x):
    return interaction @ (populations(x) - 1.0) - x


# ---------- the methods ----------
def anderson_weights(fs):
    """Minimise |sum alpha_j f_j| with sum alpha_j = 1, without differences."""
    R = np.column_stack(fs)
    p = R.shape[1]
    start = np.full(p, 1.0 / p)
    if p == 1:
        return start
    Z = null_space(np.ones((1, p)))
    y = np.linalg.lstsq(R @ Z, -R @ start, rcond=None)[0]
    return start + Z @ y


def anderson_step(xs, fs, b=beta, m=depth):
    xs, fs = xs[-(m + 1):], fs[-(m + 1):]
    alpha = anderson_weights(fs)
    return np.column_stack(xs) @ alpha + b * np.column_stack(fs) @ alpha


def differences(vectors, m):
    return np.diff(np.column_stack(vectors[-(m + 1):]), axis=1)


def multisecant_matrix(DX, DF, b=beta):
    return (-b * np.eye(len(DX))
            + (DX + b * DF) @ np.linalg.solve(DF.T @ DF, DF.T))


def multisecant_step(xs, fs, b=beta, m=depth):
    if len(xs) == 1:
        return xs[-1] + b * fs[-1]
    G = multisecant_matrix(differences(xs, m), differences(fs, m), b)
    return xs[-1] - G @ fs[-1]


def rank_one_chain(DX, DF, b=beta):
    """Successive second Broyden updates, one secant pair at a time."""
    G = -b * np.eye(len(DX))
    for dx, df in zip(DX.T, DF.T):
        G = G + np.outer(dx - G @ df, df) / (df @ df)
    return G


def recursive_step(xs, fs):
    if len(xs) == 1:
        return xs[-1] + beta * fs[-1]
    m = len(xs) - 1
    return xs[-1] - rank_one_chain(differences(xs, m), differences(fs, m)) @ fs[-1]


def linear_step(xs, fs):
    return xs[-1] + beta * fs[-1]


def nearest_secant_matrix(G_ref, DX, DF):
    """Nearest matrix to G_ref with G DF = DX, by a minimum-norm SVD solve."""
    n = len(DX)
    constraint = np.kron(DF.T, np.eye(n))
    target = (DX - G_ref @ DF).flatten(order="F")
    change = np.linalg.lstsq(constraint, target, rcond=None)[0]
    return G_ref + change.reshape((n, n), order="F")


def run(step):
    xs = [np.zeros(n_sites)]
    fs = [residual(xs[0])]
    while np.linalg.norm(fs[-1]) > tolerance and len(xs) < 400:
        xs.append(step(xs, fs))
        fs.append(residual(xs[-1]))
    return xs, fs


# ---------- tests on generic data ----------
rng = np.random.default_rng(7)
for n, m, b in [(7, 1, 0.3), (7, 3, 0.7), (9, 4, -0.4)]:
    xs = list(rng.normal(size=(m + 1, n)))
    fs = list(rng.normal(size=(m + 1, n)))
    DX, DF = differences(xs, m), differences(fs, m)
    G = multisecant_matrix(DX, DF, b)
    assert np.allclose(G, nearest_secant_matrix(-b * np.eye(n), DX, DF), atol=1e-9)
    assert np.allclose(anderson_step(xs, fs, b, m), xs[-1] - G @ fs[-1], atol=1e-9)
    # orthogonal residual differences turn G into a chain of rank-one updates
    Q, T = np.linalg.qr(DF)
    assert np.allclose(G, rank_one_chain(DX @ np.linalg.inv(T), Q, b), atol=1e-9)
    det_formula = ((-b)**(n - m) * np.linalg.det(DF.T @ DX)
                   / np.linalg.det(DF.T @ DF))
    assert np.isclose(np.linalg.det(G), det_formula, rtol=1e-7, atol=1e-13)
    if m > 1:
        # all pairs kept: previous matrix and initial guess are equal references
        G_old = multisecant_matrix(DX[:, :-1], DF[:, :-1], b)
        assert np.allclose(G, nearest_secant_matrix(G_old, DX, DF), atol=1e-9)

# ---------- tests on the SCF model ----------
xa, fa = run(anderson_step)
xm, fm = run(multisecant_step)
xr, fr = run(recursive_step)
xl, fl = run(linear_step)
assert len(xa) == len(xm)
path_gap = max(np.max(np.abs(p - q)) for p, q in zip(xa, xm))
assert path_gap < 1e-8
for xs, fs in [(xa, fa), (xm, fm), (xr, fr), (xl, fl)]:
    assert np.linalg.norm(fs[-1]) <= tolerance
    assert np.allclose(xs[-1], xa[-1], atol=1e-6)

# third iterate: two secant pairs are available
DX, DF = differences(xa[:3], 2), differences(fa[:3], 2)
gram, overlap = DF.T @ DF, DF.T @ fa[2]
gamma = np.linalg.solve(gram, overlap)
alpha = anderson_weights(fa[:3])
assert np.allclose(alpha, [gamma[0], gamma[1] - gamma[0], 1 - gamma[1]], atol=1e-9)
f_bar = np.column_stack(fa[:3]) @ alpha
assert np.allclose(DF.T @ f_bar, 0, atol=1e-9)
G2 = multisecant_matrix(DX, DF)
x3_broyden = xa[2] - G2 @ fa[2]
assert np.allclose(x3_broyden, xa[3], atol=1e-9)

# the recursive method agrees up to x2, then loses the older secant
assert np.allclose(xr[2], xa[2], atol=1e-10)
G_recursive = rank_one_chain(DX, DF)
old_error = np.linalg.norm(G_recursive @ DF[:, 0] - DX[:, 0])
new_error = np.linalg.norm(G_recursive @ DF[:, 1] - DX[:, 1])
assert new_error < 1e-10 and old_error > 1e-4
assert np.max(np.abs(xr[3] - xa[3])) > 1e-5

# truncated window: carrying the old matrix along is not the same as rebuilding
DX3, DF3 = differences(xa[:4], 2), differences(fa[:4], 2)
carried = nearest_secant_matrix(G2, DX3, DF3)
rebuilt = multisecant_matrix(DX3, DF3)
memory_gap = np.linalg.norm(carried - rebuilt)
assert memory_gap > 1e-4


# ---------- printed numbers ----------
def show(label, values, unit):
    text = " ".join(f"{v:.6f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


print(f"sites {n_sites}, electrons {n_electrons}, pairs kept {depth}")
show("hopping", hopping, "eV")
show("spacing, softening", [spacing, softening], "angstrom")
show("site energies", site_energy, "eV")
show("Coulomb constant", coulomb, "eV angstrom")
show("interaction, 0 to 3 sites apart", interaction[0], "eV")
show("beta", beta, "(no unit)")
print(f"stopping tolerance on |f|: {tolerance:.0e} eV")
for k in range(3):
    show(f"x{k}", xa[k], "eV")
    show(f"f{k}", fa[k], "eV")
for i in range(2):
    show(f"dF^T dF row {i + 1}", gram[i], "eV^2")
show("dF^T f2", overlap, "eV^2")
show("condition number of dF", np.linalg.cond(DF), "(no unit)")
show("gamma", gamma, "(no unit)")
show("alpha for x0 x1 x2", alpha, "(no unit)")
for i in range(n_sites):
    show(f"G2 row {i + 1}", G2[i], "(no unit)")
show("det G2", np.linalg.det(G2), "(no unit)")
show("|f2|", np.linalg.norm(fa[2]), "eV")
show("|f2 - dF gamma|", np.linalg.norm(f_bar), "eV")
show("x3 Anderson", xa[3], "eV")
show("x3 multisecant", x3_broyden, "eV")
show("x3 recursive rank-one", xr[3], "eV")
show("|f3| Anderson", np.linalg.norm(fa[3]), "eV")
show("|f3| recursive", np.linalg.norm(fr[3]), "eV")
show("recursive, old secant error", old_error, "eV")
print(f"recursive, new secant error: {new_error:.1e} eV")
show("carried minus rebuilt G3, norm", memory_gap, "(no unit)")
print(f"largest gap between full paths: {path_gap:.1e} eV")
print(f"steps, linear mixing: {len(xl) - 1}")
print(f"steps, Anderson: {len(xa) - 1}")
print(f"steps, multisecant: {len(xm) - 1}")
print(f"steps, recursive rank-one: {len(xr) - 1}")
show("converged potential", xa[-1], "eV")
show("converged potential", xa[-1] / hartree, "hartree")
show("converged populations", populations(xa[-1]), "electrons")
print("all good")
```

Printed output:

```
sites 4, electrons 4, pairs kept 2
hopping: 2.000000 eV
spacing, softening: 2.000000 2.000000 angstrom
site energies: 1.500000 -0.500000 -2.000000 1.000000 eV
Coulomb constant: 14.399645 eV angstrom
interaction, 0 to 3 sites apart: 7.199823 5.091043 3.219859 2.276784 eV
beta: 0.200000 (no unit)
stopping tolerance on |f|: 1e-08 eV
x0: 0.000000 0.000000 0.000000 0.000000 eV
f0: -0.414161 1.628938 1.782558 -0.585043 eV
x1: -0.082832 0.325788 0.356512 -0.117009 eV
f1: -0.284032 0.998887 1.159374 -0.348108 eV
x2: -0.237005 0.867985 0.985821 -0.305962 eV
f2: -0.055461 -0.087849 0.045410 0.067891 eV
dF^T dF row 1: 0.858393 1.507211 eV^2
dF^T dF row 2: 1.507211 2.647211 eV^2
dF^T f2: 0.035919 0.060449 eV^2
condition number of dF: 136.203611 (no unit)
gamma: 6.001708 -3.394286 (no unit)
alpha for x0 x1 x2: 6.001708 -9.395995 4.394286 (no unit)
G2 row 1: -0.209546 -0.178983 0.264251 -0.015429 (no unit)
G2 row 2: 0.027507 -1.003191 0.518458 0.055890 (no unit)
G2 row 3: 0.035085 -0.185911 -0.352455 0.064020 (no unit)
G2 row 4: -0.008787 0.468685 -0.371451 -0.219692 (no unit)
det G2: 0.019082 (no unit)
|f2|: 0.132154 eV
|f2 - dF gamma|: 0.084092 eV
x3 Anderson: -0.275302 0.754044 0.983094 -0.233494 eV
x3 multisecant: -0.275302 0.754044 0.983094 -0.233494 eV
x3 recursive rank-one: -0.245521 0.842648 0.985215 -0.289847 eV
|f3| Anderson: 0.156830 eV
|f3| recursive: 0.085686 eV
recursive, old secant error: 0.018190 eV
recursive, new secant error: 1.1e-16 eV
carried minus rebuilt G3, norm: 0.908139 (no unit)
largest gap between full paths: 2.8e-14 eV
steps, linear mixing: 64
steps, Anderson: 16
steps, multisecant: 16
steps, recursive rank-one: 10
converged potential: -0.268905 0.807002 1.027458 -0.268396 eV
converged potential: -0.009882 0.029657 0.037758 -0.009863 hartree
converged populations: 0.799438 1.151659 1.309264 0.739638 electrons
all good
```
